# Diffuse functions, inverse-overlap decay and the loss of density-matrix sparsity, part 1

(Sections cited here and not found follow in the second part.)

### Diffuse functions and the range of the density matrix

Anyone setting up a large Hartree-Fock or hybrid-functional calculation must decide whether to add diffuse functions, and whether a sparse density matrix can still be assumed if they do. In the Coulomb and one-electron terms an element $P^{\mu\nu}$ counts only where $\chi_\mu$ and $\chi_\nu$ overlap, which limits the range needed. Exchange, $K_{\mu\nu}=\sum_{\lambda\sigma}P^{\lambda\sigma}(\mu\lambda|\nu\sigma)$, uses elements between distant functions, so its cost follows the range of $P$. On the H$_2$ chain below, one diffuse s function per atom lowers the energy by 2.3 meV per molecule and raises the fraction of elements above $10^{-5}$ from 0.31 to 0.90 for 14 molecules (both fractions fall with length: 0.51 to 0.95 for 8 molecules, 0.25 to 0.86 for 18). The statement that the condition number $\kappa$ of the overlap $S$ sets the decay rate needs two corrections. Together with the bandwidth of $S$, the condition number gives a guaranteed minimum rate for $S^{-1}$, which is reached for nearest-neighbour overlap and is far too slow for the diffuse Gaussian chains below. And $P$ need not share the singularities of $S^{-1}$: in the two-function model below, under a condition derived there, it has its own nearby.

Atomic units are used, basis functions are normalised, and $P$ is per spin, $\rho=\sum\chi_\mu P^{\mu\nu}\chi_\nu$. Orbital coefficients obey $C^TSC=1$, hence $CC^T=S^{-1}$. Splitting the columns into occupied and virtual gives $P+Q=S^{-1}\equiv G$, and $P=G$ when the basis is filled. A rate $\gamma$ means decay as $e^{-\gamma n}$ over $n$ cells of length $d$.

#### The Demko-Moss-Smith bound

Let $M$ be symmetric with spectrum in $[a,b]$, $a>0$, $\kappa=b/a$, and $M_{ij}=0$ for $|i-j|>m$. Put $x=\frac{a+b}2+\frac{b-a}2\cos\vartheta$, $u=e^{i\vartheta}$ and $q=(\sqrt\kappa-1)/(\sqrt\kappa+1)$. A geometric sum gives
$$-1+2\sum_{j\ge0}(-q)^j\cos j\vartheta=-1+2\,\mathrm{Re}\frac1{1+qu}=\frac{1-q^2}{1+q^2+2q\cos\vartheta}.$$
With $w=(\sqrt a+\sqrt b)^2$ one has $1-q^2=4\sqrt{ab}/w$, $1+q^2=2(a+b)/w$ and $2q=2(b-a)/w$, so the right side is $\sqrt{ab}/x$. Since $\cos j\vartheta=T_j(\cos\vartheta)$, this is the Chebyshev series of $1/x$. Define $p_k$ by stopping at $j=k$ and dividing the last term of the sum by $1-q^2$. The terms $j\ge k$ sum to $(-qu)^k/(1+qu)$, so
$$\frac1x-p_k=\frac2{\sqrt{ab}}\mathrm{Re}\,(-qu)^k\left[\frac1{1+qu}-\frac1{1-q^2}\right].$$
Over a common denominator the bracket is
$$\frac{-q^2-qu}{(1+qu)(1-q^2)}=\frac{-qu\,(1+q/u)}{(1+qu)(1-q^2)}.$$
Because $1/u=\bar u$, $|1+q/u|=|1+qu|$ and the modulus is $q/(1-q^2)$, attained by the real part at $u=1$. The maximal error is
$$\frac{2q^{k+1}}{\sqrt{ab}\,(1-q^2)}=\frac{w}{2ab}\,q^{k+1}=C_0q^{k+1},\qquad C_0=\frac{(1+\sqrt\kappa)^2}{2b}.$$
Each factor of $M$ widens the band by $m$, so $p_k(M)_{ij}=0$ for $|i-j|>km$. For such $i,j$ the element $M^{-1}_{ij}$ equals the element of $M^{-1}-p_k(M)$, which cannot exceed the spectral norm, and that norm is at most the maximal error on $[a,b]$. The largest allowed $k$ has $k+1\ge|i-j|/m$, so
$$|M^{-1}_{ij}|\le C_0\,q^{|i-j|/m}\quad(i\ne j),\qquad M^{-1}_{ii}\le1/a .$$
For large $\kappa$, $\ln(1/q)\approx2/\sqrt\kappa$, and the guaranteed rate is $2/(m\sqrt\kappa)$. A test on a random band matrix with $m=3$ finds the largest ratio of element to bound to be 0.46.

The rate is reached on an infinite chain with nearest-neighbour overlap $s$. Its Bloch symbol is $S(k)=1+2s\cos k$, which is $x$ with $a=1-2s$, $b=1+2s$, $\vartheta=k$. The series above is then the Fourier series of $1/S(k)$, and $G_n=(-q)^{|n|}/\sqrt{ab}$. For $s=0.45$, $\kappa=1.9/0.1=19$ and $q=0.62679$, matching the element ratio of an inverted matrix. The prefactor 2.29 lies below $C_0=7.56$. This model needs $s<1/2$. Cut to nearest neighbours, a chain with $s=0.6065$ has lowest eigenvalue $-0.213$ and is no overlap matrix, so the diffuse regime needs the full $S$.

#### The inverse overlap of a Gaussian chain

Two s Gaussians of exponent $\alpha$ at distance $R$ overlap by $e^{-\alpha R^2/2}$. With $\beta=\alpha d^2$ and $t=e^{-\beta/2}$, $S_n=t^{n^2}$, and the symbol is $\theta(z)=\sum_nt^{n^2}z^n$ at $z=e^{ik}$. Poisson summation of the Gaussian gives
$$S(k)=\sqrt{2\pi/\beta}\sum_le^{-(k-2\pi l)^2/2\beta},$$
which is positive for real $k$. From $n^2+2n=(n+1)^2-1$ follows
$$\theta(t^2z)=\theta(z)/(tz).$$
At $z=-t$ the terms are $(-1)^nt^{n(n+1)}$, and $n\to-1-n$ keeps the exponent and flips the sign, so $\theta(-t)=0$. The functional equation carries this zero to $z_j=-t^{2j+1}$, $j\ge0$. Applied $j$ times it gives $\theta(t^{2j}u)=\theta(u)\,t^{-j^2}u^{-j}$ for $|u|=1$. As $\theta(u)>0$, the winding number on $|z|=t^{2j}$ is $-j$, so by the argument principle each annulus between successive circles holds one zero, which is $z_j$.

For $n\ge0$, $G_n=\frac1{2\pi i}\oint z^{n-1}\theta^{-1}dz$ on the unit circle. The contour can be shrunk to the origin because $|\theta|$ grows as $t^{-j^2}$ on the circles. The residue at $z_j$ is $z_j^n/\mathcal D(z_j)$ with $\mathcal D=z\theta'$. Differentiating the functional equation at a zero gives $t^2\theta'(t^2z)=\theta'(z)/(tz)$, that is $\mathcal D(z_{j+1})=\mathcal D(z_j)/(-t^{2j+2})$. Since $2+4+\dots+2j=j(j+1)$, $\mathcal D(z_j)=(-1)^jt^{-j(j+1)}D$. Here $D=\mathcal D(-t)=\sum_n n(-1)^nt^{n(n+1)}$, and pairing $n$ with $-1-n$ gives $D=\sum_{n\ge0}(-1)^n(2n+1)t^{n(n+1)}$. Therefore
$$G_n=\frac{(-1)^n}{D}\sum_{j\ge0}(-1)^j\,t^{\,j(j+1)+(2j+1)n}.$$
The sum alternates with decreasing terms, so $t^n(1-t^{2n+2})\le D|G_n|\le t^n$. The asymptotic rate is $\beta/2$ per site and the decay length is $2/(\alpha d)$.

For $\beta\lesssim1$ one Poisson term suffices at $k=0$ and two at $k=\pi+x$:
$$S(\pi+x)\approx2\sqrt{2\pi/\beta}\;e^{-\pi^2/2\beta}e^{-x^2/2\beta}\cosh(\pi x/\beta).$$
The ratio of the maximum $S(0)$ to the minimum $S(\pi)$ is $\kappa\approx\frac12e^{\pi^2/2\beta}$, with relative error of order $e^{-2\pi^2/\beta}$. The zero $z=-t$ is $x=i\beta/2$, where the cosh vanishes, $\sinh(\pi x/\beta)=i$ and $e^{-x^2/2\beta}=e^{\beta/8}$. With $\mathcal D=-i\,dS/dk$ this gives $D\approx(2\pi/\beta)^{3/2}e^{-\pi^2/2\beta+\beta/8}$. Eliminating the exponential in favour of $\kappa$,
$$\gamma=\frac\beta2\approx\frac{\pi^2}{4\ln2\kappa},\qquad\frac1D\approx2\kappa\left(\frac\beta{2\pi}\right)^{3/2}e^{-\beta/8}.$$
On this chain the rate falls as $1/\ln\kappa$, not as $1/\sqrt\kappa$, and $\kappa$ enters mainly through the prefactor. Setting $t^n/D=\epsilon$ gives the range above a threshold,
$$n_\epsilon\approx\frac2\beta\ln\frac1{\epsilon D}\approx\frac2\beta\ln\frac1\epsilon+\frac{\pi^2}{\beta^2}-\frac3\beta\ln\frac{2\pi}\beta-\frac14,$$
in which the term $\pi^2/\beta^2$, due to the prefactor, dominates as $\beta\to0$. The overlap itself reaches $\sqrt{(2/\beta)\ln(1/\epsilon)}$ sites.

Take round parameters $d=5$ bohr and $\epsilon=10^{-6}$. For $\alpha=0.02$ bohr$^{-2}$, $\beta=0.5$ and $1/D=407.71$, so $n_\epsilon=4\ln(4.0771\times10^8)=79.3$. An inverted 301-site matrix first drops below the threshold at site 80. To apply the bound, $S$ is cut to the smallest half-bandwidth $m$ whose discarded tail is negligible against the lowest eigenvalue, and the bound then refers to the cut matrix.

| $\beta$ | $\kappa$ | $\gamma$ | range | $m$ | bound rate | bound range |
|---|---|---|---|---|---|---|
| 1.00 | 69.5 | 0.500 | 32 | 4 | 0.0603 | 277 |
| 0.75 | 360 | 0.375 | 46 | 5 | 0.0211 | 855 |
| 0.50 | 9667 | 0.250 | 80 | 7 | 0.0029 | 7238 |

Halving the exponent multiplies $\kappa$ by 139 but doubles the decay length, from 10 to 20 bohr (5.3 to 10.6 Å), while the range of $S$ goes from 6 to 8 sites. The bound holds in all three cases, and its range exceeds the measured one by factors $277/32\approx9$ and $7238/80\approx90$. It must cover every matrix with the same $a$, $b$ and $m$, among them $m$ interleaved nearest-neighbour chains with spacing $m$, which by the result above decay as $q^{n/m}$.

#### What the density matrix inherits

$P+Q=G$ would allow the virtual part to carry the whole tail, so the range of $P$ needs its own argument. Take a one-dimensional independent-particle model, $H=-\frac12\partial_x^2-V_1\cos(2\pi x/d)$, with a compact function $c$ and a diffuse function $d$ on each site and one filled band. A Bloch sum has plane-wave amplitudes $\propto e^{-q_l^2/4\alpha}$ at $q_l=(k+2\pi l)/d$, and the potential couples neighbouring $q_l$ by $-V_1/2$. The $2\times2$ matrices $S(k)$ and $H(k)$ are real symmetric for real $k$, and they are continued to complex $k$ as sums of products of amplitudes without complex conjugation. Moving the contour of the Fourier integral off the real axis shows that a matrix decays at the rate $\mathrm{Im}\,k$ of the nearest singularity of its symbol.

Since $(zS-H)^{-1}=\sum_ic_ic_i^T/(z-\varepsilon_i)$, $P(k)$ is its residue at the lower root $\varepsilon_1$. Write $\det(zS-H)=Az^2-Bz+C=A(z-\varepsilon_1)(z-\varepsilon_2)$ with $A=\det S$, $C=\det H$ and $B=H_{cc}S_{dd}+H_{dd}S_{cc}-2H_{cd}S_{cd}$. Let $\Delta=B^2-4AC$, so that $A(\varepsilon_2-\varepsilon_1)=\sqrt\Delta$. The inverse is adjugate over determinant, and the $2\times2$ adjugate is linear in the matrix, so
$$P=\frac{\mathrm{adj}(H-\varepsilon_1S)}{\sqrt\Delta},\qquad Q=\frac{\mathrm{adj}(\varepsilon_2S-H)}{\sqrt\Delta}.$$
Their sum is $\mathrm{adj}(S)/A=S^{-1}$, as required. Multiplying $\varepsilon_1=(B-\sqrt\Delta)/2A$ above and below by $B+\sqrt\Delta$ gives $\varepsilon_1=2C/(B+\sqrt\Delta)$, while $\varepsilon_2=(B+\sqrt\Delta)/2A$. At a zero of $A$, $\Delta=B^2$. If the continued root is $+B$ there, $\varepsilon_1$ and $P$ are regular, and the pole of $G$ sits in $\varepsilon_2$ and $Q$. The singularities of $P$ are then the zeros of $\Delta$, where occupied and virtual energies meet. Near a simple zero at $k=\pi+i\gamma_P$, $P\propto(\gamma_P-y)^{-1/2}$ for $k=\pi+iy$. Wrapping the contour round the cut gives $\int_0^\infty e^{-ns}s^{-1/2}ds=\sqrt{\pi/n}$, so $|P_n|\sim n^{-1/2}e^{-\gamma_Pn}$ at leading order in $1/n$. The closed formula for $P$ was tested against real-space diagonalisation of a 120-cell ring.

The zeros can be located at leading order in $\beta=\alpha_dd^2$. Near $k=\pi+x$ the diffuse sum consists of two plane waves $|\pm\rangle$ with $q=(x\pm\pi)/d$ and amplitudes $\propto e^{\mp\pi x/2\beta}$. For $x=iy$ these are $e^{\mp i\varphi}$ with $\varphi=\pi y/2\beta$, so
$$\chi_d=N\,[\cos\varphi\,E-i\sin\varphi\,O],\qquad E,O=(|+\rangle\pm|-\rangle)/\sqrt2,$$
with $N^2=S_{dd}(\pi)\propto e^{-\pi^2/2\beta}$. Its square $N^2\cos2\varphi$ reproduces the cosh found above. The angle $\varphi$ changes by order one while $y$ changes by order $\beta$, so everything else is frozen at $k=\pi$. There the normalised compact sum $c$ is even, and neither $S$ nor $H$ connects even states to $O$. Write $E=\sigma c+\tau c_\perp$ with $\sigma^2+\tau^2=1$. Subtracting the $c$ component of $\chi_d$ leaves the determinant polynomial unchanged, and dividing by $N\tau\cos\varphi$ rescales it. The second vector becomes $v=c_\perp-i\sqrt Y\,O$ with $Y=\tan^2\varphi/\tau^2$. Measure energies from $e_c=\langle c|H|c\rangle$, call those of $c_\perp$ and $O$ $D_\perp$ and $D_O$, and let $h=\langle c|H|c_\perp\rangle$. Then $S=\mathrm{diag}(1,1-Y)$, $H_{cc}=0$, $H_{cv}=h$, $H_{vv}=D_\perp-YD_O$, and
$$A=1-Y,\quad B=D_\perp-YD_O,\quad\Delta=(D_\perp-YD_O)^2+4h^2(1-Y).$$
The zero of $A$ is $Y=1$. For $h\neq0$, $\Delta>0$ on $0\le Y<1$, so the root stays positive and equals $B$ at $Y=1$ if $D_\perp>D_O$. Under that condition $P$ escapes the pole. For $D_\perp<D_O$ the pole passes to $P$, but it need not set the rate: the zeros of $\Delta$ can then be complex in $Y$ and lie as near or nearer. For $V_1=6$ to $12$ hartree at $\beta=1$, with the other parameters of the next section, $P$ decays at about 0.15 per cell, more slowly than $G$ at 0.171. Expanding $\Delta=0$ gives $D_O^2Y^2-2(D_\perp D_O+2h^2)Y+D_\perp^2+4h^2=0$, with smaller root
$$Y_1=\frac{D_\perp D_O+2h^2-2|h|\sqrt{D_\perp D_O+h^2-D_O^2}}{D_O^2},$$
real when $D_\perp>D_O>0$. Both roots are then positive, since their sum and product are, and they exceed 1 because $\Delta>0$ on $0\le Y\le1$. Hence, for $D_\perp>D_O>0$,
$$\gamma_S\approx\frac{2\beta}\pi\arctan\tau,\qquad\gamma_P\approx\frac{2\beta}\pi\arctan(\tau\sqrt{Y_1})>\gamma_S .$$
Without a compact function $\tau=1$ and $\gamma_S=\beta/2$ returns. A compact function that nearly spans $E$ makes $\tau$ small and slows both rates. Both vanish linearly with $\alpha_d$ although the frozen energies, and with them the gap at $k=\pi$, do not depend on $\alpha_d$. In this model the tail comes from the rapid turning of the diffuse Bloch function between two plane waves, not from a closing gap on the real axis.

In the two-function model, for $D_\perp>D_O>0$, $P$ escapes the pole of $S^{-1}$ and decays faster than it, yet both rates vanish linearly with $\alpha_d$ without the gap closing. What remains is the amplitude of the tail, a numerical check of the rates, a Hartree-Fock hydrogen chain and the practical advice.
